# Susceptibilities of the two phases at first-order ferroelectric coexistence

## Problem

A thin ferroelectric film has one polar axis, normal to its plane. Its switchable polarization \(P\) is uniform, and its energy per unit volume is

\[
F(P)=\frac a2P^2-\frac b4P^4+\frac c6P^6,\qquad b>0,\quad c>0 .
\]

The field \(E\) inside the film points along the same axis. In addition to \(P\), the film has a linear background response with relative permittivity \(\varepsilon_b\), so that the electric displacement is \(D=\varepsilon_0\varepsilon_bE+P\). The coefficients are those for the mechanical constraints under which the film is actually measured. Only \(a\) depends on temperature.

For each phase, define the zero-field susceptibility of the switchable polarization as

\[
\chi=\frac1{\varepsilon_0}\frac{dP}{dE}\bigg|_{E=0},
\]

where the state stays in its own minimum while the field is varied slowly.

**(a)** Find the value \(a_c\) at which the nonpolar state and the polar states \(\pm P_0\) have equal energy, and find \(P_0\).

**(b)** Find the ratio \(\chi_{\rm para}/\chi_{\rm polar}\) at this coexistence point, and explain its value from the shape of \(F\).

**(c)** Find the barrier between the phases and the fields at which each phase loses stability.

**(d)** How does the ratio change away from coexistence, and what does an eighth-order term do to it?

**(e)** Evaluate the results for a 10 nm film between metal electrodes with \(b=1.20\times10^{12}\ \mathrm{V\,m^5/C^3}\), \(c=4.00\times10^{13}\ \mathrm{V\,m^9/C^5}\), \(\varepsilon_b=25\), a coexistence temperature \(T_c=360\) K and \(da/dT=2.50\times10^7\ \mathrm{V\,m/(C\,K)}\). What capacitance ratio would be measured?

**(f)** A 1 nm oxide layer of relative permittivity 3.9 is placed in series with the film. What happens to the coexistence point and to the ratio?

## Solution

### (a) The coexistence point

In a field, the part of the energy that depends on \(P\) is \(F(P)-EP\). Its stationary states obey

\[
E=F'(P)=aP-bP^3+cP^5. \tag{1}
\]

At zero field the state \(P=0\) always satisfies this equation, and its energy is \(F(0)=0\). Coexistence therefore places two conditions on a polar state \(P_0\neq0\): it must be stationary, \(F'(P_0)=0\), and its energy must also vanish, \(F(P_0)=0\).

Write \(x=P_0^2\). Dividing the first condition by \(P_0\) and the second by \(P_0^2\) gives

\[
a-bx+cx^2=0,\qquad \frac a2-\frac{bx}4+\frac{cx^2}6=0 .
\]

The first equation says \(a=bx-cx^2\). Multiply the second by 12 and insert this \(a\):

\[
6(bx-cx^2)-3bx+2cx^2=3bx-4cx^2=0 .
\]

Since \(x\neq0\), we may divide by \(x\), and

\[
P_0^2=x=\frac{3b}{4c}. \tag{2}
\]

Putting this back into \(a=bx-cx^2\) gives

\[
a_c=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c}. \tag{3}
\]

Because \(a_c>0\), the nonpolar state is still a minimum here. The polarization would jump between 0 and \(P_0\) in an equilibrium transition, which is what makes the transition first order.

### (b) The ratio of the susceptibilities

Differentiate equation (1) with respect to \(E\) along one branch. The left side gives 1 and the right side gives \(F''(P)\,dP/dE\), so

\[
\chi=\frac1{\varepsilon_0F''(P)},\qquad F''(P)=a-3bP^2+5cP^4 . \tag{4}
\]

A sharply curved minimum is stiff and responds weakly. In the nonpolar phase \(F''(0)=a_c\). In the polar phase, equations (2) and (3) give

\[
F''(P_0)=\frac{3b^2}{16c}-3b\,\frac{3b}{4c}+5c\,\frac{9b^2}{16c^2}
=\frac{3-36+45}{16}\,\frac{b^2}{c}=\frac{3b^2}{4c}=4a_c .
\]

Hence

\[
\boxed{\frac{\chi_{\rm para}}{\chi_{\rm polar}}=\frac{F''(P_0)}{F''(0)}=4}
\]

for every positive \(b\) and \(c\). The state \(-P_0\) has the same curvature as \(+P_0\), because \(F''\) is even in \(P\).

The number can be seen without this algebra. At coexistence \(F\) touches zero at three points, \(-P_0\), 0 and \(P_0\), and each is a double zero. A sixth-degree polynomial has room for no further factor except a constant, so

\[
F(P)=\frac c6\,P^2(P-P_0)^2(P+P_0)^2 . \tag{5}
\]

This form is nowhere negative, which confirms that all three states are global minima. Near \(P=0\) the last two factors are each \(P_0^2\), and

\[
F\simeq\frac c6P_0^4\,P^2 .
\]

Near \(P=P_0+\delta\) the first factor is \(P_0^2\), but the last one is \((2P_0)^2\), and

\[
F\simeq\frac c6\,P_0^2(2P_0)^2\,\delta^2=4\cdot\frac c6P_0^4\,\delta^2 .
\]

The curvature of each minimum is set by its squared distances to the other two. The central minimum has both neighbours at distance \(P_0\). An outer one has neighbours at \(P_0\) and \(2P_0\), and the doubled distance, squared, is the factor four.

### (c) Barrier and stability limits

It helps to measure polarization in units of \(P_0\), with \(u=P/P_0\). Equation (2) gives \(b=4cP_0^2/3\). Comparing the \(P^2\) terms of equation (5) and the original \(F\) gives \(a_c/2=cP_0^4/6\). Therefore

\[
c=\frac{3a_c}{P_0^4},\qquad b=\frac{4a_c}{P_0^2},
\]

and at coexistence

\[
F=\frac{a_cP_0^2}{2}\,u^2(1-u^2)^2,\qquad E=a_cP_0\,(u-4u^3+3u^5). \tag{6}
\]

For the barrier, set \(w=u^2\) and maximize \(w(1-w)^2\) between the minima. Its derivative is \((1-w)(1-3w)\), which vanishes inside the interval at \(w=1/3\). The maximum is \(\tfrac13\cdot\tfrac49=\tfrac4{27}\), so

\[
P_{\rm b}=\frac{P_0}{\sqrt3},\qquad F_{\rm b}=\frac{2a_cP_0^2}{27}.
\]

A phase loses stability in a field when its curvature reaches zero. Setting \(dE/du=0\) in equation (6) gives \(1-12u^2+15u^4=0\), or

\[
u^2=\frac{12\pm\sqrt{144-60}}{30}=\frac{6\pm\sqrt{21}}{15}.
\]

The roots are \(u=0.307\) and \(u=0.840\). Inserting them in equation (6) gives \(E=0.199\,a_cP_0\) and \(E=-0.276\,a_cP_0\). The first is the field at which the nonpolar state becomes unstable. The second is the reverse field needed to destabilize the state \(+P_0\). These are limits for uniform reversal. Nucleation of the other phase can act at smaller fields.

### (d) Away from coexistence, and beyond sixth order

For general \(a\), a polar state obeys \(a-bp+cp^2=0\) with \(p=P^2\). Define \(R=\sqrt{b^2-4ac}\). The roots are \(p=(b\pm R)/(2c)\). Replacing \(a\) by \(bp-cp^2\) in equation (4) gives

\[
F''=-2bp+4cp^2=2p(2cp-b)=\pm2pR .
\]

The upper sign is the minimum, the lower sign the barrier. With \(p_s=(b+R)/(2c)\) the ratio is

\[
r(a)=\frac{\chi_{\rm para}}{\chi_{\rm polar}}=\frac{2p_sR}{a},\qquad 0<a<\frac{b^2}{4c}. \tag{7}
\]

As \(a\) grows, \(R\) and \(p_s\) fall while the denominator rises, so \(r\) decreases steadily. It takes the value four at one point only, \(a=a_c\). There \(R=b/2\), and equation (7) indeed returns 4. At the lower end, \(a\to0\), the nonpolar phase becomes soft and \(r\to\infty\). At the upper end, \(R\to0\), the polar phase becomes soft and \(r\to0\).

The slope at coexistence shows how sharply the condition must be met. From \(R^2=b^2-4ac\) we have \(dR/da=-2c/R=-4c/b\) at \(a_c\). Then

\[
\frac1r\frac{dr}{da}=\frac{-4c/b}{3b/2}+\frac{-4c/b}{b/2}-\frac{16c}{3b^2}
=-\frac{16c}{b^2}=-\frac3{a_c}. \tag{8}
\]

The three terms come from \(p_s\), \(R\) and \(1/a\). A change of 1% in \(a\) changes the ratio by about 3% in the opposite direction.

Now let the energy contain a \(P^8\) term as well. At coexistence it still has the three double zeros, with one even quadratic factor left over:

\[
F=K\,P^2(P^2-P_0^2)^2\left(1+g\frac{P^2}{P_0^2}\right),\qquad K>0,\quad g\ge0 .
\]

The extra factor is 1 at the centre and \(1+g\) at \(P_0\), so the ratio becomes \(4(1+g)\). For \(g=0.05\) it is 4.2. The value four thus belongs to the sextic energy, and an eighth-order term of this kind can only raise it. A small offset in \(a\) also changes the ratio, so a measured departure from four does not by itself reveal higher-order terms.

### (e) The 10 nm film

Equations (2) and (3) give

\[
P_0=\sqrt{\frac{3(1.20\times10^{12})}{4(4.00\times10^{13})}}=0.150\ \mathrm{C/m^2}=15.0\ \mathrm{\mu C/cm^2},
\]

\[
a_c=\frac{3(1.20\times10^{12})^2}{16(4.00\times10^{13})}=6.75\times10^{9}\ \mathrm{V\,m/C}.
\]

The polar curvature is \(2.70\times10^{10}\ \mathrm{V\,m/C}\), and the susceptibilities are

\[
\chi_{\rm para}=\frac1{(8.854\times10^{-12})(6.75\times10^9)}=16.7,\qquad \chi_{\rm polar}=4.18 .
\]

As an independent test, coexistence was located numerically for these \(b\) and \(c\) by searching for the largest \(a\) at which some polar state costs no energy. Equation (1) was then solved on both branches at small positive and negative fields. The ratio of the resulting slopes is 4.000000.

**Fields and barrier.** The field scale is \(a_cP_0=10.1\) MV/cm. The nonpolar state becomes unstable at 2.02 MV/cm and the polar state at a reverse field of 2.80 MV/cm. The latter is 0.70 of a rough breakdown field of 4 MV/cm, so uniform switching would leave only a modest margin. The barrier is \(1.125\times10^7\ \mathrm{J/m^3}\), or 70 meV/nm³.

For a uniformly polarized grain of 1000 nm³ at 360 K, the barrier is about 2260 \(k_BT\). Small uniform fluctuations about \(P=0\) have the Boltzmann weight \(\exp[-\mathcal V a_cP^2/(2k_BT)]\), where \(\mathcal V\) is the grain volume. Their rms value is therefore \(\sqrt{k_BT/(\mathcal V a_c)}=0.086\ \mathrm{\mu C/cm^2}\), well below \(P_0\). Shorter-wavelength fluctuations are taken to be included in the coefficients. The large barrier is no estimate of lifetime, because a grain need not switch uniformly.

**Capacitance.** Assume that the electrodes screen perfectly, so that the whole voltage drops across the film. Imperfect screening would act like the series layer in part (f). The capacitor responds to \(D\), not to \(P\) alone. Since \(dD/dE=\varepsilon_0(\varepsilon_b+\chi)\), the relative permittivities are

\[
\varepsilon_{\rm para}=25+16.7=41.7,\qquad \varepsilon_{\rm polar}=25+4.2=29.2 .
\]

Dividing \(\varepsilon_0\varepsilon\) by the thickness gives 3.70 and 2.58 μF/cm². Their ratio is 1.43. The background adds the same amount to both phases and hides most of the contrast.

Recovering the factor four requires a good value of \(\varepsilon_b\). If 26 were subtracted instead of 25, the inferred ratio would be about \(15.7/3.2=4.9\). An error of one unit is small beside the total permittivity, but large beside \(\chi_{\rm polar}\).

**Temperature.** With \(a=a_c+(da/dT)(T-T_c)\), the nonpolar minimum disappears at \(a=0\), which is \(6.75\times10^9/2.50\times10^7=270\) K below \(T_c\), at 90 K. The polar minimum disappears at \(a=b^2/(4c)=4a_c/3\), which is 90 K above \(T_c\), at 450 K. Between these limits equation (7) gives:

| Temperature | \(\chi_{\rm para}/\chi_{\rm polar}\) |
|---|---|
| 300 K | 7.28 |
| 350 K | 4.46 |
| 360 K | 4.00 |
| 370 K | 3.57 |

A shift of 10 K changes \(a\) by 3.7% of \(a_c\). Equation (8) then predicts a change of about 11% in the ratio, in agreement with the table. At 300 K one of the two phases is metastable, namely the nonpolar one, and the ratio can be measured only while that phase survives.

**Probe and built-in field.** A probe of amplitude 50 mV produces a field of 0.05 MV/cm. The slopes taken between its two extremes have the ratio 4.0002, so this probe is small enough.

A steady built-in field of 0.5 MV/cm along \(P\) matters more. By equation (6), the curvature in units of \(a_c\) is \(1-12u^2+15u^4\), whose derivative at \(u=1\) is 36. The field displaces the polar state by about \(\delta u=E/(4a_cP_0)\), so its curvature rises from 4 to about \(4+9E/(a_cP_0)=4.44\). The nonpolar state moves to \(u\simeq E/(a_cP_0)=0.049\), and its curvature falls by about 3%. Together these changes account for the computed ratio of 4.57.

**Comparison with real films.** The parameters lie in the rough regime of zirconium-rich hafnium zirconium oxide films, where nonpolar and polar phases compete. A polarization of 10 to 20 μC/cm², permittivities of roughly 30 to 40 and breakdown at a few MV/cm are typical there. The coefficients, the coexistence temperature and its slope are round choices, not fitted constants. In these oxides the two phases also differ in crystal structure, so an energy depending on \(P\) alone is an effective description.

Real films also break the assumption of a single phase and a single orientation. If nonpolar and polar columns stand side by side, their capacitances add in proportion to area. With the grain axes still aligned, the total lies between 2.58 and 3.70 μF/cm², and the contrast with a fully polar film is less than 1.43. Moving domain walls, or columns converting from one phase to the other, would add a response that \(F''\) does not contain.

### (f) A series oxide

Let \(d\) be the film thickness, \(t\) the oxide thickness, \(k\) its relative permittivity and \(E_i\) its field. Assume that no free charge sits at the interface. The voltage is the sum of two drops, and \(D\) is continuous:

\[
V=Ed+E_it,\qquad \varepsilon_0\varepsilon_bE+P=\varepsilon_0kE_i .
\]

Solve the second equation for \(E_i\), insert it in the first and multiply by \(k\):

\[
kV=E(kd+\varepsilon_bt)+\frac{Pt}{\varepsilon_0}.
\]

The film field is therefore

\[
E=\frac{kV}{kd+\varepsilon_bt}-sP,\qquad s=\frac{t}{\varepsilon_0(\varepsilon_bt+kd)} . \tag{9}
\]

The second term is the depolarizing field. Moving it to the left side of \(F'(P)=E\) gives

\[
(a+s)P-bP^3+cP^5=\frac{kV}{kd+\varepsilon_bt}.
\]

The oxide has replaced \(a\) by \(a+s\) and left \(b\) and \(c\) alone.

The energy must shift in the same way if equal energy is to remain the criterion. At \(V=0\) the fields are \(E=-sP\) and \(E_i=sPd/t\). The electrostatic energy per unit area is

\[
\frac{\varepsilon_0}2\left(\varepsilon_bE^2d+kE_i^2t\right)
=\frac{\varepsilon_0s^2P^2d}{2}\,\frac{\varepsilon_bt+kd}{t}=d\,\frac{s}{2}P^2 ,
\]

which is the term that changes \(a\) to \(a+s\) in the film energy per unit area, \(d\cdot F\). Coexistence now requires \(a+s=a_c\). The argument of part (b) applies again to the response to the voltage, and the ratio of \(dP/dV\) in the two phases is again four. The susceptibility \(\chi\) defined with the field inside the film does not keep this ratio. The film itself now has \(a=a_c-s\), so its curvatures are \(a_c-s\) at \(P=0\) and \(4a_c-s\) at \(P_0\), and \(\chi_{\rm para}/\chi_{\rm polar}=(4a_c-s)/(a_c-s)\), which exceeds four.

Here \(\varepsilon_bt+kd=25+39=64\) nm, and \(s=1.765\times10^9\ \mathrm{V\,m/C}\). The coexistence temperature falls by

\[
\frac{1.765\times10^9}{2.50\times10^7}=71\ \mathrm{K}.
\]

Solving the two-layer circuit numerically at this lower temperature gives a \(dP/dV\) ratio of 4.00000. The factor four survives in \(dP/dV\), but the temperature at which it is found moves a long way. With respect to the internal field, \(\chi_{\rm para}=22.7\) and \(\chi_{\rm polar}=4.48\), a ratio of 5.06. The capacitances of the stack, film and oxide in series, are 1.90 and 1.49 μF/cm², a ratio of 1.28.

The fields show where this idealization fails. At \(P_0\) the depolarizing field in the film is 2.65 MV/cm. The oxide field is larger by \(d/t=10\), or about 26 MV/cm, well above the roughly 10 MV/cm that a good silicon dioxide layer withstands. A uniform polar state without compensating charge could not be held in such a stack. Charge injected or trapped at the interface, or a pattern of opposite domains, would reduce the field. The 71 K shift therefore describes the ideal uncompensated stack and is not a prediction for a working device.

The remaining numerical values are collected in the numerical output.

## Numbers as computed

```
Input b = 1.20e+12 V m^5/C^3
Input c = 4.00e+13 V m^9/C^5
Input coexistence temperature = 360 K
Input slope da/dT = 2.50e+07 V m/(C K)
Input film thickness = 10 nm
Input background permittivity = 25 (relative)
a at coexistence = 6.750e+09 V m/C
Polar curvature F'' = 2.700e+10 V m/C
Spontaneous polarization P0 = 15.00 uC/cm2
Spontaneous polarization P0 = 0.1500 C/m2
chi paraelectric = 16.732 (dimensionless)
chi polar = 4.183 (dimensionless)
chi ratio from solved P(E) = 4.000000
Barrier = 1.125e+07 J/m3
Barrier = 70.2 meV/nm3
Polarization at barrier = 8.66 uC/cm2
Field limit of nonpolar state = 2.02 MV/cm
Reverse field limit of polar state = 2.80 MV/cm
Rough breakdown field (input) = 4.0 MV/cm
Reverse limit / breakdown = 0.70
Lower limit of nonpolar phase = 90 K
Upper limit of polar phase = 450 K
chi ratio at 300 K = 7.28
chi ratio at 350 K = 4.46
chi ratio at 370 K = 3.57
Total permittivity, paraelectric = 41.7 (relative)
Total permittivity, polar = 29.2 (relative)
Capacitance, paraelectric = 3.70 uF/cm2
Capacitance, polar = 2.58 uF/cm2
Capacitance ratio = 1.43
Probe amplitude = 50 mV
Probe field = 0.050 MV/cm
chi ratio with this probe = 4.0002
Built-in field along P = 0.5 MV/cm
chi ratio in built-in field = 4.57
Series oxide thickness = 1 nm
Series oxide permittivity = 3.9 (relative)
Depolarizing field at P0 = 2.65 MV/cm
Increase of a by oxide = 1.765e+09 V m/C
Coexistence lowered by oxide = 71 K
dP/dV ratio at shifted coexistence = 4.00000
Grain volume = 1000 nm3
Thermal rms P, nonpolar grain = 0.086 uC/cm2
Grain barrier / kT = 2263
Eighth-order strength g = 0.05 (dimensionless)
chi ratio with eighth-order term = 4.2000
```
